# Cubic growth of the axial polarizability in an uncoupled fluctuating-charge chain

## Definitions and conventions

A chain of \(N\) atoms lies on the \(x\) axis at the fixed positions \(x_i=ai\), \(i=1,\dots,N\), with mean \(\bar x=a(N+1)/2\). Atom \(i\) carries a net charge \(q_i\), a continuous variable in units of the elementary charge \(e\). In a uniform field \(F\) along the chain the energy is

\[
E(q;F)=\sum_{i=1}^{N}\left(\chi_i q_i+\tfrac12\eta q_i^2\right)-F\sum_{i=1}^{N}x_iq_i .
\]

Here \(\chi_i\) is the site electronegativity and \(\eta>0\) the on-site hardness, the same for all atoms. The last term is the energy of charges in the potential \(-Fx\). With \(q\) in units of \(e\), \(F\) in V/nm and \(x\) in nm, the energy is in eV.

The hardness is the second derivative of the site energy. For an isolated atom, removing an electron costs \(I=\chi+\eta/2\), and adding one changes the energy by \(-A=-\chi+\eta/2\). Adding the two equations gives \(\eta=I-A\). If the site energy is instead written \(\eta' q^2\), then \(\eta=2\eta'\), and the factor 12 in the result below becomes 24.

The dipole is \(p=\sum_i x_iq_i\), and the axial polarizability is \(\alpha=dp/dF\), in \(e\,\mathrm{nm^2/V}\). With \(K=e^2/4\pi\varepsilon_0=1.4400\) eV nm, the polarizability volume is \(K\alpha\) in nm³.

**Assumptions.**

1. Charge can pass between any two atoms of the chain, and the total \(\sum_iq_i=Q\) is fixed.
2. There is no Coulomb energy between different sites.
3. The charges take the values that minimize \(E\), and the atoms do not move.

## The theorem

**Theorem.** Under assumptions 1 to 3, for every \(N\ge1\), every \(Q\) and every set of \(\chi_i\),

\[
\boxed{\;\alpha=\frac{a^2N(N^2-1)}{12\,\eta}\;}
\]

The dipole is exactly linear in \(F\) within this model.

**Lemma 1 (charges).** The energy has one minimum at fixed \(Q\). With \(\bar\chi=N^{-1}\sum_i\chi_i\), it lies at

\[
q_i=\frac QN-\frac{\chi_i-\bar\chi}{\eta}+\frac{F(x_i-\bar x)}{\eta}.
\]

*Proof.* The quadratic part \(\tfrac12\eta\sum q_i^2\) is strictly convex and the constraint is linear, so a stationary point is the unique minimum. With a multiplier \(\mu\) for the total charge, stationarity of \(E-\mu(\sum_iq_i-Q)\) gives

\[
\chi_i+\eta q_i-Fx_i=\mu\qquad\text{for every } i .
\]

All atoms therefore reach the same electrochemical potential. Summing over \(i\) and dividing by \(N\) gives \(\mu=\bar\chi+\eta Q/N-F\bar x\). Inserting this value and solving for \(q_i\) gives the stated charges. ∎

**Lemma 2 (sum of squares).**

\[
\sum_{i=1}^N\left(i-\frac{N+1}{2}\right)^2=\frac{N(N^2-1)}{12}.
\]

*Proof.* Put \(c=(N+1)/2\). Since \(\sum_i i=Nc\), expanding the square gives

\[
\sum_i(i-c)^2=\sum_i i^2-2c\,(Nc)+Nc^2=\sum_i i^2-Nc^2 .
\]

With \(\sum_i i^2=N(N+1)(2N+1)/6\), this is

\[
N(N+1)\left[\frac{2N+1}{6}-\frac{N+1}{4}\right]
=N(N+1)\,\frac{4N+2-3N-3}{12}
=\frac{N(N+1)(N-1)}{12}. \qquad ∎
\]

*Proof of the theorem.* Multiply the charges of Lemma 1 by \(x_i\) and sum. The first two terms do not contain \(F\); they form the permanent dipole

\[
p_0=Q\bar x-\frac1\eta\sum_i(x_i-\bar x)\chi_i .
\]

In the third term, \(\sum_i x_i(x_i-\bar x)=\sum_i(x_i-\bar x)^2\), because \(\bar x\sum_i(x_i-\bar x)=0\). Hence

\[
p=p_0+\frac F\eta\sum_i(x_i-\bar x)^2 .
\]

Since \(x_i-\bar x=a\,[\,i-(N+1)/2\,]\), Lemma 2 turns the sum into \(a^2N(N^2-1)/12\). The derivative with respect to \(F\) is the stated \(\alpha\). ∎

**Small and large chains.** A single atom gives \(\alpha=0\), since the model has no dipole on a site. Two atoms give \(a^2/(2\eta)\) and three give \(2a^2/\eta\). For \(N\gg1\), \(\alpha\simeq a^2N^3/(12\eta)\). Doubling the chain multiplies \(\alpha\) by \(2(4N^2-1)/(N^2-1)\), which tends to 8 and equals 8.015 at \(N=20\). An additive polarizability would give 2.

**Corollary (energy).** The minimum energy is \(E_{\min}(F)=E_{\min}(0)-p_0F-\tfrac12\alpha F^2\).

*Proof.* Along the minimizing charges,

\[
\frac{dE_{\min}}{dF}=\frac{\partial E}{\partial F}+\sum_i\frac{\partial E}{\partial q_i}\frac{dq_i}{dF}
=-p+\mu\frac{d}{dF}\sum_iq_i=-p,
\]

because \(\partial E/\partial q_i=\mu\) and the total charge is fixed. Integrating \(-p_0-\alpha F\) from 0 to \(F\) gives the result. ∎

The polarizability in the theorem and in the quadratic term of the corollary was tested by direct numerical minimization of \(E\) for \(N=2,3,6,11\), with random \(\chi_i\), \(Q=0.3\,e\), and fields of \(-1\), 0 and 1 V/nm. Relative to the formula, the largest error in \(\alpha\) was \(1.8\times10^{-9}\) from the dipole and \(7.5\times10^{-14}\) from the second difference of the energy.

## Why the growth is cubic

**Lemma 3 (bond flows).** The charge that the field drives across bond \(j\), between atoms \(j\) and \(j+1\), is

\[
f_j=\frac{Fa}{2\eta}\,j(N-j),\qquad\text{and}\qquad \alpha=\frac aF\sum_{j=1}^{N-1}f_j .
\]

*Proof.* Let \(\delta q_i=F(x_i-\bar x)/\eta\) be the induced charge. All the induced charge to the right of the bond has crossed it, so

\[
f_j=\sum_{i=j+1}^N\delta q_i=\frac{Fa}{\eta}\sum_{i=j+1}^N\left(i-\frac{N+1}2\right).
\]

The sum has \(N-j\) terms, and the mean of \(i\) over them is \((N+j+1)/2\). It therefore equals \((N-j)\,j/2\), which gives \(f_j\). Charge \(f_j\) moved through a distance \(a\) contributes \(af_j\) to the dipole, and adding the bonds gives \(\alpha F\). ∎

At mid-chain, for even \(N\), the flow is \(FaN^2/(8\eta)\). It grows as \(N^2\) because the potential difference between the two halves grows as \(N\), and so does the number of atoms that can take up charge. Summing over \(N-1\) bonds supplies the third power.

**Proposition (neutral blocks).** Divide the chain into \(N/m\) consecutive blocks of \(m\) atoms, and fix the charge of each block separately. Then

\[
\alpha_{\rm block}=\frac Nm\,\frac{a^2m(m^2-1)}{12\eta}=\frac{a^2N(m^2-1)}{12\eta}.
\]

*Proof.* Without intersite coupling the energy is a sum over blocks, and each block has its own constraint. The theorem applies to each with \(N\) replaced by \(m\). The position of a block does not matter, because its induced charges sum to zero. ∎

At fixed \(m\) this is linear in \(N\). The superlinear growth thus comes from charge transfer over the full length of the chain. Within this model, the choice of the groups that must conserve charge decides which law holds.

**Remark (role of the constraint).** Suppose the total charge is not fixed, as for a chain connected to a reservoir at constant potential. Then \(\mu\) is a constant independent of \(F\), the response is \(dq_i/dF=x_i/\eta\), and

\[
\frac{dp}{dF}=\frac1\eta\sum_ix_i^2=\alpha+\frac{N\bar x^2}{\eta}.
\]

This depends on the origin. With the origin at the centre of the chain it agrees with the theorem. Elsewhere it includes the dipole of the net charge drawn from the reservoir.

## A chain of twenty atoms

The parameters are rough typical values for the carbon backbone of a polyene such as trans-polyacetylene: \(N=20\), \(a=0.12\) nm along the axis, \(\eta=10\) eV. The field is 1 MV/cm, which is 0.10 V/nm. The sum in Lemma 2 is \(20\times399/12=665\), so

\[
\alpha=\frac{(0.12)^2\times665}{10}=0.958\ e\,\mathrm{nm^2/V}.
\]

Multiplication by \(K\) gives 1.379 nm³, or about 1379 Å³. In SI units \(\alpha\) is \(1.53\times10^{-37}\) C m²/V.

The end atom lies \(9.5\times0.12=1.14\) nm from the centre and carries \(0.10\times1.14/10=0.0114\,e\). The charge across the middle bond is \(0.10\times0.12\times100/20=0.060\,e\), about five times larger, since it collects the charges of ten atoms. The induced dipole is 0.0958 \(e\) nm, and the field lowers the energy by \(\tfrac12\alpha F^2=4.8\) meV.

With four blocks of five atoms, each neutral, the polarizability volume falls to 83 Å³. The ratio to the unrestricted chain is \(24/399\), so at the same \(a\), \(\eta\) and \(N\) the charge constraint alone changes the answer by a factor of nearly 17.

## When intersite repulsion is restored

Assumption 2 is a strong one. To examine it, replace \(\tfrac12\eta\sum q_i^2\) by \(\tfrac12\sum_{ij}J(x_i-x_j)q_iq_j\) with the Ohno interaction

\[
J(r)=\frac{K}{\sqrt{r^2+c^2}},\qquad c=\frac K\eta ,
\]

which equals \(\eta\) at \(r=0\) and approaches \(K/|r|\) at large distance. It is a superposition, with positive weights, of Gaussians in \(r\):

\[
\frac1{\sqrt{r^2+c^2}}=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,e^{-s(r^2+c^2)} .
\]

A Gaussian has a positive Fourier transform, so the quadratic form is positive and a minimum exists. Bare point charges would not serve here: for two atoms the energy of a transfer \((q,-q)\) would be \((\eta-K/a)q^2\), and \(K/a=12\) eV exceeds \(\eta\).

**Two atoms.** For the charges \((-q,q)\) the energy is \([\eta-J(a)]q^2-Faq\). Its minimum is at \(q=Fa/\{2[\eta-J(a)]\}\), so

\[
\alpha_2=\frac{a^2}{2[\eta-J(a)]}>\frac{a^2}{2\eta}.
\]

The attraction between opposite charges on neighbouring atoms makes the transfer easier. The polarizability volume rises from 1.04 to 4.47 Å³.

**Long chains.** Now measure \(x\) from the centre, let \(L\simeq Na\), and try the linear profile \(q=sx\). Away from the ends, replacing the sum over sites by an integral gives the potential

\[
\frac{Ks}{a}\int_{-L/2}^{L/2}\frac{x'\,dx'}{\sqrt{(x-x')^2+c^2}} .
\]

Write \(x'=x+(x'-x)\). For distances from both ends much larger than \(c\), the two parts are

\[
x\int_{-L/2}^{L/2}\frac{dx'}{\sqrt{(x-x')^2+c^2}}\simeq x\left[2\ln\frac Lc+\ln\left(1-\frac{4x^2}{L^2}\right)\right],
\]

\[
\int_{-L/2}^{L/2}\frac{(x'-x)\,dx'}{\sqrt{(x-x')^2+c^2}}\simeq\left(\frac L2-x\right)-\left(\frac L2+x\right)=-2x .
\]

The term with \(2\ln(L/c)\) dominates when \(L\gg c\). It is proportional to \(x\), so to leading logarithmic order the linear profile balances the applied potential \(Fx\). Charge \(sx\) then meets an effective hardness that grows as \((2K/a)\ln N\); the other terms, and the replacement of the sum by an integral, add contributions of order \(K/a\) without the large logarithm. Defining this hardness for any \(N\) by

\[
\eta_{\rm eff}(N)=\frac{a^2N(N^2-1)}{12\,\alpha_{\rm coupled}(N)},
\]

one expects an increase of \((2K/a)\ln2=16.6\) eV on each doubling, and \(\alpha\propto N^3/\ln N\) for very long chains. Solving the coupled equations gives \(\eta_{\rm eff}=97.0\) eV at \(N=400\) and 114.1 eV at \(N=800\). The increase, 17.1 eV, is 2.7% above the leading-order value. The growth exponent between these lengths is \(3+\log_2(97.0/114.1)=2.77\): still superlinear, but below 3.

Between the two limits the effect changes sign. At the present parameters, \(N=6\) is the first length at which coupling lowers \(\alpha\). At \(N=20\) it reduces 1379 Å³ to 485 Å³, a factor of 0.35.

## Two band chains: gapless and gapped

The model also treats charge as freely mobile at no kinetic cost. Independent electrons on a tight-binding chain, one orbital and one electron per atom, show what this replaces.

**Uniform hopping \(t\).** Let \(N\) be even. The levels are \(-2t\cos[m\pi/(N+1)]\), and the orbitals are standing waves that vanish at the ends of a segment of length \(\ell=(N+1)a\). Second-order perturbation theory, with a factor 2 for spin, gives

\[
\alpha=4\sum_{m\ \rm occ}\ \sum_{n\ \rm empty}\frac{|x_{mn}|^2}{\varepsilon_n-\varepsilon_m}.
\]

For \(N\gg1\) the main terms come from levels close to the middle of the band. Put \(d=n-m\). In the continuum form of the orbitals,

\[
x_{mn}\simeq\frac1\ell\int_0^\ell x\cos\frac{d\pi x}\ell\,dx=\frac{\ell}{\pi^2d^2}\left[(-1)^d-1\right].
\]

The companion term, with \(m+n\simeq N\) in place of \(d\), is smaller by about \(d^2/N^2\) and is dropped. Thus \(|x_{mn}|=2\ell/(\pi^2d^2)\) for odd \(d\), and zero for even \(d\). At mid-band the level spacing is \(2\pi t/(N+1)\), so \(\varepsilon_n-\varepsilon_m\simeq2\pi td/(N+1)\). For \(d\le N/2\), exactly \(d\) occupied-empty pairs have the difference \(d\); larger \(d\) can be ignored for \(N\gg1\), because the terms of the sum below fall as \(d^{-4}\). Therefore

\[
\alpha\simeq4\sum_{d\ \rm odd}d\;\frac{4\ell^2}{\pi^4d^4}\;\frac{N+1}{2\pi td}
=\frac{8\ell^2(N+1)}{\pi^5t}\sum_{d\ \rm odd}\frac1{d^4}
=\frac{a^2(N+1)^3}{12\,\pi t},
\]

where \(\sum_{d\ \rm odd}d^{-4}=\pi^4/96\). This is the law of the theorem at large \(N\), with \(\pi t\) in place of \(\eta\). For \(t=2.5\) eV, \(\pi t=7.85\) eV. At \(N=400\) the full sum over states is 1.0075 times the theorem's formula with this hardness, and the factor \((N+1)^3/[N(N^2-1)]\) accounts for that excess.

**Alternating hopping.** Let the hoppings alternate between 2.95 and 2.05 eV, with the strong bonds at the ends. A gap \(E_g\) opens, and every denominator in the sum over states is at least \(E_g\). Let \(P\) be the projector on the occupied orbitals. Then

\[
\alpha\le\frac4{E_g}\,\mathrm{Tr}\left[Px(1-P)x\right]=\frac2{E_g}\sum_{ij}(x_i-x_j)^2P_{ij}^2 .
\]

The equality follows from \(P_{ii}=\sum_jP_{ij}^2\), a consequence of \(P^2=P\) for real \(P\). In a periodic chain the matrix elements \(P_{ij}\) between the two sublattices are half the Fourier coefficients of the phase factor \((t_1+t_2e^{ik})/|t_1+t_2e^{ik}|\); within a sublattice only \(P_{ii}=\tfrac12\) is nonzero. For \(t_1\ne t_2\) this phase factor is a smooth, analytic function of \(k\), so they decay exponentially with distance. Each atom then adds a bounded amount, and the bound is linear in \(N\).

For the open chain the linear law is a numerical finding: each added atom contributes 13.93 Å³, both from \(N=100\) to 200 and from 200 to 400. At \(N=20\) the total is 208 Å³, or 0.15 of the uncoupled value.

## Reading the result for a real polyene

Real polyenes have alternating bonds and repelling charges, so they break both the free-flow picture and assumption 2. The long-chain gap of the band model, 1.80 eV, is of the size known for trans-polyacetylene. For the example, the gapped band model gives 208 Å³ where the uncoupled charge model gives 1379 Å³, and adding repulsion to the charge model gives 485 Å³. These corrections were computed separately. They should not be multiplied, and none of these values predicts the polarizability of a particular molecule: the chain is straight, and the other valence electrons are missing. If on-site dipoles did not interact, a rough polarizability of 1 Å³ per atom would add about 20 Å³, which is 1.5% of the uncoupled value but about 10% of the gapped one. At a spacing of 0.12 nm they interact strongly. As undamped point dipoles they would have no stable minimum along the axis, since already for a pair \(2\times1\ \text{Å}^3/a^3=1.16\) exceeds 1. A finite value needs a short-range damping and depends on it; one common Thole form gives about 30 Å³ instead of 20.

The working conditions matter less. At 1 MV/cm the nonlinear part of the gapped chain's dipole is 0.05% of the linear part. The voltage along the chain is \(0.10\times19\times0.12=0.228\) V, against a gap of 2.16 eV at \(N=20\), so the field cannot bring filled levels at one end into line with empty levels at the other. Interband tunnelling requires such alignment. In this field the voltage along the chain equals the long-chain gap at a length of about 18 nm, but the states at the ends are confined by the field, which shifts their levels away from the local band edges. In the band model the levels therefore first align at about 23 nm. Contacts and defects could inject charge earlier and are not treated. At 300 K the gap is about 83 times \(k_BT\), so thermal excitation across it is negligible. The field energy of the uncoupled chain is 0.19 \(k_BT\), so a freely rotating chain would be only weakly aligned.

The cubic formula is therefore a sound statement about the model, and for long gapped chains a poor extrapolation. Used with a hardness fitted to short molecules, the formula will overestimate the response of such chains by a factor that grows as \(N^2\). The numerical output below lists the values for chains of 2 to 80 atoms.

## Computed values

```
Atoms N: 20; spacing a: 0.12 nm; hardness eta: 10.0 eV
Field: 1.0 MV/cm = 0.10 V/nm; T: 300 K
e^2/(4 pi eps0): 1.4400 eV nm
Sum of squared site offsets / a^2: 665.0
alpha, uncoupled chain: 0.9576 e nm^2/V
  as polarizability volume: 1378.9 A^3
  in SI: 1.534e-37 C m^2/V
alpha(2N)/alpha(N): 8.0150
End-atom charge: 0.01140 e
Charge moved across middle bond: 0.06000 e
Induced dipole: 0.09576 e nm
Field energy alpha F^2/2: 4.788 meV
Neutral blocks of 5 atoms: 82.9 A^3
No charge constraint, origin at centre: 1378.9 A^3
No charge constraint, origin moved 1 nm: 4258.8 A^3
Largest relative error, minimized dipole: 1.8e-09
Largest relative error, minimized energy: 7.5e-14
Polarizability volumes in A^3: N, uncoupled, Ohno-coupled, gapped band
    2        1.04        4.47        3.51
    4       10.37       15.20       13.85
   10      171.07      100.37       74.17
   20     1378.91      485.18      207.86
   40    11052.02     2609.21      486.18
   80    88457.60    15254.85     1043.43
Ohno-coupled / uncoupled at N=20: 0.352
First N where coupling lowers alpha: 6
Effective hardness at N=400, 800: 96.99, 114.08 eV
  growth: 17.085 eV; logarithmic law: 16.635 eV
Coupled growth exponent, N=400 to 800: 2.766
Hoppings: 2.95, 2.05 eV; mean t: 2.50 eV
Uniform band chain: pi t = 7.854 eV
  alpha / formula with eta = pi t, N=400: 1.0075
Gapped band / uncoupled at N=20: 0.151
Gapped band, added volume per atom, N=100 to 200: 13.931 A^3
Gapped band, added volume per atom, N=200 to 400: 13.931 A^3
Band gap at N=400: 1.802 eV
Band gap at N=20, zero field: 2.158 eV
Band gap at N=20, working field: 2.146 eV
Voltage along chain: 0.228 V
Chain length where voltage equals long-chain gap: 18.0 nm
Nonlinear part of band dipole at working field: 0.050 %
kT: 25.85 meV; gap/kT at N=20: 83.5
Field energy / kT: 0.185
On-site polarizability, rough 1 A^3 per atom: 20 A^3, 1.45 % of uncoupled
```
